# Thouless' stability condition for a Hartree–Fock determinant, part 2

A stationary Hartree–Fock determinant \(\Phi_0\) can be a saddle. The problem is to decide whether it is a local minimum of the energy among determinants in a finite orthonormal basis. Energies are in hartree (\(E_h\)), bond lengths in Å. For spin orbitals, \(i,j,k,l\) are occupied, \(a,b,c\) virtual, \(p,q,r,s\) arbitrary; \(h_{pq}\) are one-electron integrals, \(\langle pq\|rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle\), \(|\Phi_i^a\rangle=a_a^\dagger a_i|\Phi_0\rangle\), and

\[
f_{pq}=h_{pq}+\sum_k\langle pk\|qk\rangle ,\qquad E_0=\sum_kh_{kk}+\tfrac12\sum_{kl}\langle kl\|kl\rangle . \tag{11}
\]

Stationarity means \(f_{ai}=0\); canonical orbitals have \(f_{pq}=\varepsilon_p\delta_{pq}\). With \(\hat T[\kappa]=\sum_{ai}\kappa_{ai}a_a^\dagger a_i\), nearby determinants are

\[
|\Phi(\kappa)\rangle=e^{\hat T[\kappa]-\hat T[\kappa]^\dagger}|\Phi_0\rangle ,\qquad \hat T-\hat T^\dagger=\sum_{pq}K_{pq}a_p^\dagger a_q,\qquad K=\begin{pmatrix}0&-\kappa^\dagger\\ \kappa&0\end{pmatrix}, \tag{4}
\]

For \(\kappa=U\vartheta V^\dagger\) (singular value decomposition), the new occupied orbitals have occupied and virtual coefficients

\[
C_o=1-VV^\dagger+V\cos\vartheta\,V^\dagger,\qquad C_v=U\sin\vartheta\,V^\dagger . \tag{5}
\]

The second-order energy is \(E_2=\kappa^\dagger A\kappa+\mathrm{Re}\,(\kappa^\dagger B\kappa^*)\), with

\[
\langle\hat T^\dagger H\rangle=\sum_{ai}\kappa_{ai}^*f_{ai},\qquad \langle\hat T^{\dagger2}H\rangle=\sum_{ai,bj}\kappa^*_{ai}\kappa^*_{bj}B_{ai,bj},\qquad B_{ai,bj}=\langle ab\|ij\rangle . \tag{13}
\]

\[
A_{ai,bj}=\delta_{ij}f_{ab}-\delta_{ab}f_{ji}+\langle aj\|ib\rangle . \tag{14}
\]

\[
v=\begin{pmatrix}\kappa\\ \kappa^*\end{pmatrix},\qquad M=\begin{pmatrix}A&B\\B^*&A^*\end{pmatrix}. \tag{15}
\]

With \(\kappa=x+iy\) and real \(z=(x,y)^T\), \(E_2=\tfrac12v^\dagger Mv=z^TWz\), where \(W\) is real symmetric and has the eigenvalues of \(M\). At a stationary determinant, \(M>0\) is sufficient and \(M\ge0\) necessary for a local minimum. If all integrals are real,

\[
E_2=x^T(A+B)\,x+y^T(A-B)\,y . \tag{19}
\]

The "complex" and "real" models in the numerical output are random Hamiltonians with six spin orbitals and three electrons. Their remainder ratio is the factor by which the error of the second-order energy expansion falls when \(\kappa\) is halved; the split spectrum is that of \(\mathrm{Re}(A+B)\) and \(\mathrm{Re}(A-B)\), compared with \(W\).

### Closed shells: singlet and triplet blocks

Let \(H\) be spin free and let \(\Phi_0\) have doubly occupied, real, canonical spatial orbitals. From here \(a,b,i,j\) label spatial orbitals, \(\sigma,\tau\) spins, and \((pq|rs)=\iint\phi_p(1)\phi_q(1)r_{12}^{-1}\phi_r(2)\phi_s(2)\). An integral \(\langle pq|rs\rangle\) equals \((pr|qs)\) if \(p,r\) share a spin and \(q,s\) share a spin, and zero otherwise. In (11) the direct term collects both spins of \(k\) and the exchange term one, so \(f_{pq}=h_{pq}+\sum_k[2(pq|kk)-(pk|kq)]\) for either spin. For the pairs \((a\sigma,i\tau)\) and \((b\sigma',j\tau')\), with \(D_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}\), equations (13) and (14) become

\[
\begin{aligned}
A&=[D_{ai,bj}-(ab|ij)]\,\delta_{\sigma\sigma'}\delta_{\tau\tau'}+(ai|bj)\,\delta_{\sigma\tau}\delta_{\sigma'\tau'},\\
B&=(ai|bj)\,\delta_{\sigma\tau}\delta_{\sigma'\tau'}-(aj|bi)\,\delta_{\sigma\tau'}\delta_{\sigma'\tau}.
\end{aligned}\tag{20}
\]

The unit matrix \(s_0\) and the Pauli matrices \(s_1,s_2,s_3=\sigma_x,\sigma_y,\sigma_z\) span the complex \(2\times2\) matrices, so every rotation can be written \(\kappa_{a\sigma,i\tau}=\sum_\mu\xi^\mu_{ai}(s_\mu)_{\sigma\tau}\) with complex \(\xi^\mu\). They obey \(\mathrm{tr}(s_\mu s_\nu)=2\delta_{\mu\nu}\), \(s_\mu^\dagger=s_\mu\) and \(\mathrm{tr}\,s_\mu=2\delta_{\mu0}\). In \(\kappa^\dagger A\kappa\) the first spin factor of (20) yields \(\sum_{\sigma\tau}(s_\mu)^*_{\sigma\tau}(s_\nu)_{\sigma\tau}=\mathrm{tr}(s_\mu^\dagger s_\nu)=2\delta_{\mu\nu}\), and the second \((\mathrm{tr}s_\mu)^*\mathrm{tr}s_\nu=4\delta_{\mu0}\delta_{\nu0}\). In \(\kappa^\dagger B\kappa^*\) the first yields \(4\delta_{\mu0}\delta_{\nu0}\) again and the second \(\sum_{\sigma\tau}(s_\mu)^*_{\sigma\tau}(s_\nu)^*_{\tau\sigma}=[\mathrm{tr}(s_\mu s_\nu)]^*=2\delta_{\mu\nu}\). Different \(\mu\) do not couple, and

\[
E_2=2\sum_{\mu=0}^3\Big[\xi^{\mu\dagger}A^{\mu}\xi^\mu+\mathrm{Re}\,(\xi^{\mu\dagger}B^\mu\xi^{\mu*})\Big], \tag{21}
\]

with singlet matrices \({}^1A=D+2(ai|bj)-(ab|ij)\), \({}^1B=2(ai|bj)-(aj|bi)\) for \(\mu=0\) and triplet matrices \({}^3A=D-(ab|ij)\), \({}^3B=-(aj|bi)\) for \(\mu=1,2,3\). Each bracket has the form that led to (19). With \(\xi^\mu=x^\mu+iy^\mu\),

\[
E_2=2\,x^{0T}M_S\,x^0+2\sum_{\mu=1}^3x^{\mu T}M_T\,x^\mu+2\sum_{\mu=0}^3y^{\mu T}M_C\,y^\mu , \tag{22}
\]

\[
\begin{aligned}
M_S&={}^1A+{}^1B=D+4(ai|bj)-(ab|ij)-(aj|bi),\\
M_T&={}^3A+{}^3B=D-(ab|ij)-(aj|bi),\\
M_C&={}^1A-{}^1B={}^3A-{}^3B=D-(ab|ij)+(aj|bi).
\end{aligned}\tag{23}
\]

Because \(\sum|\kappa|^2=2\sum|\xi|^2\), the factor 2 in (22) is the normalization, and the spectrum of \(M\) consists of that of \(M_S\) once, \(M_T\) three times and \(M_C\) four times. \(M_S\) tests real closed-shell rotations, \(M_C\) with \(\mu=0\) complex closed-shell ones, and \(M_T\) with \(\mu=3\) rotates the \(\alpha\) and \(\beta\) orbitals oppositely, toward an unrestricted (UHF) determinant; \(\mu=1,2\) do the same along the other two spin axes. Since \(\sigma_y\) is imaginary, a real \(\kappa\) arises from \(x^0,x^1,x^3\) and \(y^2\). The spin-orbital matrix \(A+B\) thus contains \(M_S\), \(M_T\) twice and \(M_C\) once, and \(A-B\) contains \(M_T\) once and \(M_C\) three times.

The difference \(M_S-M_T=4(ai|bj)\) is positive semidefinite: \(\sum x_{ai}(ai|bj)x_{bj}\) is the Coulomb self-repulsion of the density \(\sum x_{ai}\phi_a\phi_i\), and the Fourier transform \(4\pi/k^2\) of \(1/r\) is positive. The lowest eigenvalue of \(M_T\) is therefore never above that of \(M_S\), and a closed shell with a negative singlet eigenvalue has a negative triplet eigenvalue too.

### Zero eigenvalues

Let \(G=\sum G_{pq}a_p^\dagger a_q\) be Hermitian and commute with \(H\). The map \(\Phi\to e^{isG}\Phi\) sends determinants to determinants of equal energy, so it sends stationary points to stationary points. To first order \(e^{isG}|\Phi_0\rangle=(1+is\langle G\rangle)|\Phi_0\rangle+is\sum G_{ai}|\Phi_i^a\rangle\), so the curve has \(\kappa_{ai}=isG_{ai}+O(s^2)\), or \(z=sz_1+O(s^2)\). The gradient \(2Wz+O(z^2)\) vanishes at every point of it, which at first order in \(s\) requires

\[
Wz_1=0 . \tag{24}
\]

If \(\Phi_0\) breaks the symmetry, some \(G_{ai}\neq0\), then \(z_1\ne0\) and \(M\) has an exact zero eigenvalue. The energy is constant along the curve \(e^{isG}\Phi_0\), to which \(z_1\) is the tangent at \(\Phi_0\); along the straight line \(z=sz_1\) it can still change beyond second order. A zero without such a symmetry must be settled at higher order.

### Worked examples at the Hartree–Fock/STO-3G level

Four decimals are carried so that the arithmetic can be followed; they describe this basis, not the molecules, and sums of rounded numbers may differ by one in the last place.

**H\(_2\).** The basis holds one gerade orbital \(\phi_1\) (occupied) and one ungerade orbital \(\phi_2\). Inversion symmetry removes \(h_{12}\), \((11|12)\) and \((22|12)\), hence \(f_{12}=0\) at every bond length. With \(J_{11}=(11|11)\), \(J_{22}=(22|22)\), \(J=(11|22)\) and \(K=(12|12)\) (a number, no longer the matrix of (4)), \(\varepsilon_1=h_{11}+J_{11}\), \(\varepsilon_2=h_{22}+2J-K\) and \(\Delta=\varepsilon_2-\varepsilon_1\). The blocks (23) are numbers:

\[
\lambda_S=\Delta-J+3K,\qquad\lambda_T=\Delta-J-K,\qquad\lambda_C=\Delta-J+K . \tag{25}
\]

| \(R\)/Å | \(\Delta\) | \(J\) | \(K\) | \(\lambda_S\) | \(\lambda_T\) | \(\lambda_C\) |
|---|---|---|---|---|---|---|
| 0.74 | 1.2497 | 0.6637 | 0.1812 | 1.1296 | 0.4048 | 0.7672 |
| 1.50 | 0.5800 | 0.5597 | 0.2295 | 0.7089 | −0.2092 | 0.2498 |

Energies are in \(E_h\). At 0.74 Å, \(\lambda_T=1.2497-0.6637-0.1812=0.4048\), all three numbers are positive, and the closed shell is a strict local minimum. At 1.50 Å, \(h_{11}=-0.9082\), \(h_{22}=-0.6653\), \(J_{11}=0.5527\) and \(J_{22}=0.5834\), so \(\varepsilon_1=-0.9082+0.5527=-0.3555\), \(\varepsilon_2=-0.6653+2(0.5597)-0.2295=0.2245\), and \(\lambda_T=0.5800-0.5597-0.2295=-0.2092\). Between the two distances \(\Delta\) has dropped by 0.67 while \(J+K\) has dropped only from 0.8449 to 0.7892.

The unstable direction can be followed exactly. For \(\xi^3=\theta\), (5) gives the orbitals \(\phi_\alpha=c\phi_1+s\phi_2\) and \(\phi_\beta=c\phi_1-s\phi_2\), with \(c=\cos\theta\), \(s=\sin\theta\). Opposite spins have no exchange term, so (11) gives \(E=E_{\rm nuc}+2(c^2h_{11}+s^2h_{22})+(\phi_\alpha^2|\phi_\beta^2)\). The densities are \(c^2\phi_1^2+s^2\phi_2^2\pm2cs\,\phi_1\phi_2\), and their repulsion is \(c^4J_{11}+s^4J_{22}+2c^2s^2J-4c^2s^2K\). Put \(u=s^2\), \(c^2=1-u\). The constant is \(E_0=E_{\rm nuc}+2h_{11}+J_{11}\), which now includes the nuclear repulsion. The coefficient of \(u\) is \(2(h_{22}-h_{11})-2J_{11}+2J-4K\), equal to \(2\lambda_T\) because \(\Delta=h_{22}-h_{11}-J_{11}+2J-K\). The coefficient of \(u^2\) is \(Q\):

\[
E(\theta)=E_0+2\lambda_T\sin^2\theta+Q\sin^4\theta,\qquad Q=J_{11}+J_{22}-2J+4K . \tag{26}
\]

The leading term \(2\lambda_T\theta^2\) agrees with (22). \(Q\) is positive, being the self-repulsion of \(\phi_1^2-\phi_2^2\) plus \(4K\). For \(-Q<\lambda_T<0\), setting \(dE/du=2\lambda_T+2Qu=0\) gives \(\sin^2\theta^*=-\lambda_T/Q\) and a lowering \(\lambda_T^2/Q\). At 1.50 Å, \(E_0=0.3528-2(0.9082)+0.5527=-0.9109\), \(Q=0.5527+0.5834-2(0.5597)+4(0.2295)\approx0.935\) (0.9349 from unrounded integrals), \(\sin^2\theta^*=0.2092/0.9349=0.2238\), \(\theta^*=0.4928\) rad, and the lowering is \(0.2092^2/0.9349=0.0468\,E_h=1.27\) eV. The result \(-0.9577\,E_h\) agrees with an independent UHF calculation. The minimal basis exaggerates the instability: at the same distance cc-pVTZ gives \(-0.104\,E_h\) for the lowest eigenvalue of \(M_T\) and a UHF lowering of \(0.018\,E_h\).

The instability sets in where \(\lambda_T=0\), the Coulson–Fischer point. Both (25) and the zero of the finite-difference curvature of the determinant energy place it at 1.153 Å in this basis (cc-pVDZ and cc-pVTZ give 1.210 and 1.215 Å). There the second order is silent along the triplet directions, and (26) reduces to \(E_0+Q\sin^4\theta\) with \(Q=0.8567\,E_h\), so along this path the quartic term still raises the energy.

The UHF solution at 1.50 Å is real and stationary and has its own \(M\), of dimension 8. Call the occupied and virtual orbitals \(i,a\) for spin \(\alpha\) and \(j,b\) for spin \(\beta\), and \(w=(ai|bj)\). Conservation of \(S_z\) separates the spin-conserving pairs \(ai\), \(bj\) from the spin-flip pairs \(bi\), \(aj\). A spin flip puts two parallel spins into the two available spatial orbitals, which is the triplet determinant with \(E_T=E_{\rm nuc}+h_{11}+h_{22}+J-K=-0.8906\). So both diagonal elements of \(A\) equal \(d=E_T-E_{\rm UHF}\); \(A\) does not couple the two flips, whose \(S_z\) differ; and \(B_{bi,aj}=\langle ba\|ij\rangle=-w\), the direct term vanishing by spin. \(A+B\) and \(A-B\) each have eigenvalues \(d\pm w\) in this sector. The generators \(S_x\) and \(S_y\) connect \(i\) to \(b\) through the spatial overlap of \(c\phi_1+s\phi_2\) with \(s\phi_1+c\phi_2\), which is \(2cs\neq0\), so (24) forces two zeros, \(|w|=|d|\), and the other two eigenvalues are \(2d=2(-0.8906+0.9577)=0.1342\). In the spin-conserving sector \(B\) has zero diagonal, the diagonal of \(A\) is one number \(d'\) for both spins (inversion combined with a spin flip maps the state to itself), and the off-diagonal elements of \(A\) and \(B\) both equal \(w\). Then \(A-B\) gives \(d'\) twice and \(A+B\) gives \(d'\pm2|w|\). The computed spectrum, \(0,\,0,\,0.1342,\,0.1342,\,0.3248,\,0.4591,\,0.4591,\,0.5933\,E_h\), has this pattern with \(d'=0.4591\). \(M\) is only semidefinite, and both zeros are tangent to rotations of the spin axis, which leave the energy unchanged.

**NH with a closed shell.** At 1.04 Å take the configuration \(1\sigma^22\sigma^23\sigma^2\pi_x^2\), with \(\pi_y\) and one \(\sigma\) orbital empty, which gives eight spatial pairs. Let \(J_{xx}=(\pi_x\pi_x|\pi_x\pi_x)\), \(J=(\pi_x\pi_x|\pi_y\pi_y)\), \(K=(\pi_x\pi_y|\pi_x\pi_y)\). The orbital \((\pi_x+\pi_y)/\sqrt2\) is \(\pi_x\) turned by \(45^\circ\) about the axis, so its self-repulsion is \(J_{xx}\). Its density is \(\tfrac12(\pi_x^2+\pi_y^2+2\pi_x\pi_y)\), integrals odd under a reflection vanish, and \(J_{xx}=\tfrac14(2J_{xx}+2J+4K)\), that is \(J_{xx}=J+2K\). The one-electron term and the field of the \(\sigma\) electrons have the same value \(\eta\) for both \(\pi\) orbitals, since a \(90^\circ\) turn exchanges these and leaves the \(\sigma\) orbitals fixed. Then \(\varepsilon_x=\eta+J_{xx}\), \(\varepsilon_y=\eta+2J-K\) and \(\Delta=J-3K\). The pair \(\pi_x\to\pi_y\) is the only one odd under both \(x\to-x\) and \(y\to-y\), so it decouples, and (25) applies to it:

\[
\lambda_S=0,\qquad\lambda_T=-4K,\qquad\lambda_C=-2K . \tag{27}
\]

With \(J=0.6806\) and \(K=0.0411\): \(J_{xx}=0.6806+0.0822=0.7628\), \(\Delta=0.2144-(-0.3428)=0.5572=0.6806-3(0.0411)\) within rounding, \(\lambda_T=-0.1645\) and \(\lambda_C=-0.0822\,E_h\). The gap is positive and two blocks are negative. The values \(-4K\) and \(-2K\) rest on the basis holding a single \(\pi\) pair; in cc-pVDZ further pairs share the symmetry of \(\pi_x\to\pi_y\), and the lowest eigenvalues of \(M_T\) and \(M_C\) are \(-0.1505\) and \(-0.0671\,E_h\), while the zero of \(M_S\) remains. The zero is the mode (24) for rotation about the axis, and the next eigenvalue of \(M_S\) is 0.2066, so no real closed-shell rotation lowers the energy at second order.

For \(\xi^0=i\theta\) both spins occupy \(\phi=c\,\pi_x+is\,\pi_y\). The term \(2\eta\) is unchanged, because \(c^2+s^2=1\) and the cross elements are odd under reflection. The density is \(|\phi|^2=c^2\pi_x^2+s^2\pi_y^2\), with self-repulsion \((c^4+s^4)J_{xx}+2c^2s^2J=J_{xx}-2c^2s^2(J_{xx}-J)\). Using \(J_{xx}-J=2K\) and \(4c^2s^2=\sin^22\theta\),

\[
E(\theta)=E_0-K\sin^22\theta , \tag{28}
\]

whose leading term \(-4K\theta^2=2\lambda_C\theta^2\) agrees with (22). At \(\theta=\pi/4\) the orbital is \((\pi_x+i\pi_y)/\sqrt2\), the density is axially symmetric again, and the energy has fallen from \(-54.1345\) to \(-54.1756\,E_h\), by \(K=0.0411\,E_h=1.12\) eV. (In cc-pVDZ, with the orbitals of both solutions optimized, the complex closed shell lies \(0.0335\,E_h\) below the real one.) The program confirms that all \(f_{ai}\) vanish at \(\theta=\pi/4\). Whether that stationary point is a minimum is a separate question, to be put to its own matrix (15), and the split (19) may be used there only with orbitals whose integrals are real. Taking the empty \(\pi\) orbital as \((\pi_x-i\pi_y)/\sqrt2\) and the \(\sigma\) orbitals real achieves this, because complex conjugation combined with the reflection \(y\to-y\) then leaves every orbital unchanged; an extra factor \(i\) on the empty orbital would make some integrals imaginary.

The output also shows a second negative eigenvalue of \(M_T\), \(-0.0148\,E_h\), which the symmetry argument does not predict. It belongs to the seven other pairs, since \(\pi_x\to\pi_y\) is decoupled; its eigenvector was not examined. The second eigenvalue of \(M_C\) is 0.1140. With the multiplicities of (22), \(M\) has at least \(3+3+4=10\) negative eigenvalues.

**H\(_2\)O.** For a bond length of 0.96 Å and an angle of \(104.5^\circ\) there are five occupied and two virtual spatial orbitals, so each block has dimension 10 and \(M\) has dimension \(8\times10=80\). The lowest eigenvalues of \(M_S\), \(M_T\) and \(M_C\) are 0.5208, 0.3593 and \(0.4438\,E_h\), with \(M_T\) not above \(M_S\), as the inequality after (23) requires; cc-pVDZ lowers them to 0.3494, 0.2749 and \(0.3205\,E_h\) without changing signs or order. All are positive, so the closed-shell solution at \(-74.9633\,E_h\) is a strict local minimum among all determinants in this basis, real or complex, with or without spin symmetry. For all three molecules the program tests each of the eight terms of (22) against finite differences of the determinant energy, and the spectra of the spin-orbital matrices \(A+B\) and \(A-B\) against those of the blocks (23).

## Numbers as computed

```
complex model: remainder ratio on halving k = 7.742
complex model: max x-y coupling = 2.3e+00, split-spectrum error = 2.2e+00 (model units)
real model: remainder ratio on halving k = 8.023
real model: max x-y coupling = 2.6e-12, split-spectrum error = 4.8e-09 (model units)
H2 R = 0.74 A: E_RHF = -1.116759 Eh, E_nuc = 0.715104 Eh
  h11 = -1.253310, h22 = -0.475069 Eh
  J11 = 0.674756, J22 = 0.697652, J = 0.663711, K = 0.181210 Eh
  e1 = -0.578554, e2 = 0.671143, Delta = 1.249697 Eh
  A1+B1 = 1.129617, A3+B3 = 0.404775, A-B = 0.767196 Eh
H2 R = 1.50 A: E_RHF = -0.910874 Eh, E_nuc = 0.352785 Eh
  h11 = -0.908181, h22 = -0.665337 Eh
  J11 = 0.552703, J22 = 0.583421, J = 0.559684, K = 0.229536 Eh
  e1 = -0.355477, e2 = 0.224495, Delta = 0.579973 Eh
  A1+B1 = 0.708897, A3+B3 = -0.209247, A-B = 0.249825 Eh
  Q = 0.934900 Eh, sin^2 theta* = 0.223818, theta* = 0.492799 rad
  lowering lam3^2/Q = 0.046833 Eh = 1.2744 eV
  E0 - lam3^2/Q = -0.957707 Eh, E_UHF (SCF) = -0.957707 Eh
  E_triplet = -0.890585 Eh, 2(E_T - E_UHF) = 0.134244 Eh
  eig M at UHF (Eh): 0.0000 0.0000 0.1342 0.1342 0.3248 0.4591 0.4591 0.5933
H2 Coulson-Fischer R: formula 1.15344 A, finite difference 1.15344 A
  Q at that R = 0.856651 Eh
NH R = 1.04 A: E_RHF(real) = -54.134485 Eh
  Jxx = 0.762805, J = 0.680568, K = 0.041119 Eh
  e_x = -0.342831, e_y = 0.214381, Delta = 0.557212 Eh
  x->y: A1+B1 = 0.000000, A3+B3 = -0.164474, A-B = -0.082237 Eh
  two lowest A1+B1 (Eh): 0.000000 0.206633
  two lowest A3+B3 (Eh): -0.164474 -0.014836
  two lowest A-B   (Eh): -0.082237 0.114024
  E(complex, pi/4) = -54.175603 Eh, lowering = 0.041119 Eh = 1.1189 eV
H2O r = 0.96 A, angle = 104.5 deg: E_RHF = -74.963319 Eh
  dimension of M = 80, of each spatial block = 10
  lowest A1+B1 = 0.520806, A3+B3 = 0.359324, A-B = 0.443760 Eh
```
